# Inversion, Time Reversal and Spin Splitting in 2H Films

**Setting.** A film of \(N\) layers is stacked in the 2H sequence. Each layer is a triangular lattice of metal atoms M, with chalcogen atoms X at equal heights \(\pm h\) above and below the metal plane. The film is free-standing, undistorted and nonmagnetic. "Zero field" means no magnetic field and no perpendicular electric field, whether from a gate or from a substrate on one side. The electrons obey a one-particle Hamiltonian whose potential \(V\) has the symmetry of the atomic positions,

\[
H=\frac{\mathbf p^2}{2m}+V(\mathbf r)+\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\]

The in-plane lattice vectors \(\mathbf a_1,\mathbf a_2\) have equal length and enclose \(60^\circ\). The in-plane sites are \(A=0\), \(B=(\mathbf a_1+\mathbf a_2)/3\) and \(C=2B\). Layers are numbered \(l=1,\dots,N\). Odd layers have M at \(A\) and X at \(B\); even layers have M at \(B\) and X at \(A\). The symbol \(\equiv\) means "equal up to an in-plane lattice vector".

## (a) For which \(N\) does the film have an inversion centre?

**Solution.** Inversion reverses \(z\) about the midplane of the film, so it sends layer \(l\) to layer \(N+1-l\). In the plane it sends \(\mathbf x\) to \(2\mathbf c-\mathbf x\), with \(\mathbf c\) to be found.

Take \(N\) even. The sum \(l+(N+1-l)=N+1\) is odd, so an odd layer is sent to an even one and vice versa. Choose \(2\mathbf c=A+B\). Then \(A\to B\) and \(B\to A\). The metal of an odd layer lands on the metal site of an even layer, and its chalcogen lands on the chalcogen site. The return map works in the same way, and the heights \(\pm h\) are exchanged. An inversion centre therefore exists, in the gap between the two middle layers.

Take \(N\) odd. The middle layer must be sent to itself. If its metal and chalcogen sites are \(\mathbf m\) and \(\mathbf x\), this requires

\[
2\mathbf c-\mathbf m\equiv\mathbf m,\qquad 2\mathbf c-\mathbf x\equiv\mathbf x .
\]

Subtraction gives \(2(\mathbf x-\mathbf m)\equiv0\). But \(\mathbf x-\mathbf m=\pm B\), and \(2B=\tfrac23(\mathbf a_1+\mathbf a_2)\) is not a lattice vector. No inversion centre exists.

The other 2H stacking, with metal above metal, has M at \(A\) and X at \(C\) in the even layers. For even \(N\) the choice \(\mathbf c=0\) works, because \(-B\equiv C\): indeed \(B+C=\mathbf a_1+\mathbf a_2\). The argument for odd \(N\) is unchanged.

## (b) How do inversion and time reversal act on the Bloch Hamiltonian?

**Solution.** Let \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\) act on the cell-periodic parts of Bloch states, with \(\mathbf k\) in the plane.

Inversion \(P\) acts on position and leaves spin alone, because spin is an axial vector. Under \(P\) both \(\nabla V\) and \(\mathbf p\) change sign, so their cross product does not, and \(PHP^{-1}=H\) when the film has an inversion centre. The factor \(e^{i\mathbf k\cdot\mathbf r}\) becomes \(e^{2i\mathbf k\cdot\mathbf c}e^{-i\mathbf k\cdot\mathbf r}\). The constant phase cancels between the two exponentials, which leaves

\[
PH(\mathbf k)P^{-1}=e^{i\mathbf k\cdot\mathbf r}He^{-i\mathbf k\cdot\mathbf r}=H(-\mathbf k).
\]

Time reversal is \(T=i\sigma_yK\), where \(K\) is complex conjugation. It reverses both \(\mathbf p\) and \(\boldsymbol\sigma\), so the spin-orbit term is unchanged and \(THT^{-1}=H\). Since \(T\) also turns \(i\) into \(-i\),

\[
TH(\mathbf k)T^{-1}=H(-\mathbf k).
\]

Each operation alone relates two different wavevectors. Their product \(\Theta=PT\) returns to the first one:

\[
\Theta H(\mathbf k)\Theta^{-1}=PH(-\mathbf k)P^{-1}=H(\mathbf k).
\]

The matrix \(i\sigma_y\) is real, so \(T^2=(i\sigma_y)^2=-1\). Inverting twice restores every position, so \(P^2=1\). The two operations commute, hence \(\Theta^2=P^2T^2=-1\).

## (c) What follows for the bands of an even film, and where does the spin reside?

**Solution.** Let \(H(\mathbf k)\psi=E\psi\). Then \(\Theta\psi\) has the same energy at the same \(\mathbf k\). It remains to exclude that it is the same state. An antiunitary operator obeys \(\langle\Theta a|\Theta b\rangle=\langle b|a\rangle\). With \(a=\psi\) and \(b=\Theta\psi\),

\[
\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=-\langle\Theta\psi|\psi\rangle ,
\]

so the overlap vanishes. The states \(\psi\) and \(\Theta\psi\) are orthogonal, and every level at every \(\mathbf k\) is at least doubly degenerate.

Larger degeneracies are also even. If \(\phi\) is orthogonal to both \(\psi\) and \(\Theta\psi\), then

\[
\langle\Theta\psi|\Theta\phi\rangle=\langle\phi|\psi\rangle=0,\qquad
\langle\psi|\Theta\phi\rangle=-\langle\Theta^2\psi|\Theta\phi\rangle=-\langle\phi|\Theta\psi\rangle=0,
\]

so \(\Theta\phi\) is orthogonal to the first pair too, and the level is exhausted pair by pair.

For the spin, let \(\Pi_l\) project on layer \(l\), and write \(\bar l=N+1-l\). Since \(P\) exchanges the layers and \(T\) reverses spin,

\[
\Theta^{-1}\boldsymbol\sigma\Pi_l\Theta=-\boldsymbol\sigma\Pi_{\bar l}.
\]

For a Hermitian operator \(O\), antiunitarity gives \(\langle\Theta\psi|O|\Theta\psi\rangle=\langle\psi|\Theta^{-1}O\Theta|\psi\rangle\). The spin on layer \(l\), summed over the doublet, is therefore

\[
\mathbf S_l=\langle\psi|\boldsymbol\sigma\Pi_l|\psi\rangle-\langle\psi|\boldsymbol\sigma\Pi_{\bar l}|\psi\rangle=-\mathbf S_{\bar l}.
\]

The total spin of the doublet is zero, but a single layer may carry spin, compensated by its partner. Spin degeneracy thus does not mean that spin-orbit coupling is inactive.

The proof uses only the product \(PT\). It fails when a perpendicular electric field removes \(P\), or when a uniform magnetic field removes \(T\) while \(P\) remains.

## (d) Which symmetry replaces inversion in an odd film, and what does it demand?

**Solution.** For odd \(N\), the layers \(l\) and \(N+1-l\) have the same orientation. Reflection in the midplane, \(z\to-z\), is then a symmetry. With \(R\) the reflection of position, its action on spinors is

\[
M_z=R\,(-i\sigma_z),\qquad M_z^2=-1 .
\]

It leaves the in-plane position untouched, so it commutes with \(H(\mathbf k)\) at every \(\mathbf k\). Bands can be labelled by the eigenvalue \(\pm i\) of \(M_z\), with energies \(E_\pm(\mathbf k)\).

Time reversal commutes with \(M_z\), because it changes the sign of both \(i\) and \(\sigma_z\). If \(M_z\psi=i\psi\), then \(M_zT\psi=T(i\psi)=-iT\psi\). Hence

\[
E_+(\mathbf k)=E_-(-\mathbf k).
\]

This relates opposite wavevectors. It does not equate \(E_+\) and \(E_-\) at one \(\mathbf k\), so these two symmetries leave room for a splitting.

The mirror does fix the spin direction. Since \(M_z^{-1}\sigma_xM_z=\sigma_z\sigma_x\sigma_z=-\sigma_x\), and likewise for \(\sigma_y\), a nondegenerate band has \(\langle\sigma_x\rangle=\langle\sigma_y\rangle=0\). Its spin expectation value can point only along the film normal.

## (e) Are there wavevectors where the odd film must stay degenerate?

**Solution.** Consider the vertical plane that contains \(\mathbf a_1+\mathbf a_2\) and the film normal. Reflection in it exchanges \(\mathbf a_1\) with \(\mathbf a_2\) and leaves \(A\), \(B\) and \(C\) in place, so it is a symmetry. The reciprocal vector \(\mathbf b_1+\mathbf b_2\) is perpendicular to \(\mathbf a_1-\mathbf a_2\), so it lies in this plane. Half of it is an M point, so the line \(\Gamma\)–M is left fixed.

With \(\mathbf n\) the unit normal of the plane, the spinor operation is \(M_v=R_v(-i\boldsymbol\sigma\cdot\mathbf n)\). The two position reflections commute. The spin factors anticommute, because \(\mathbf n\) is perpendicular to \(z\). Therefore \(M_vM_z=-M_zM_v\). If \(M_z\psi=i\psi\), then

\[
M_zM_v\psi=-M_vM_z\psi=-iM_v\psi .
\]

On \(\Gamma\)–M, \(M_v\psi\) has the same energy and wavevector as \(\psi\) but lies in the other sector, so \(E_+=E_-\) there. The threefold rotation and time reversal carry this result to the other \(\Gamma\)–M lines. Without spin-orbit coupling the degeneracy holds everywhere, since \(H\) then does not act on spin.

## (f) Does a splitting actually occur? Solve a model of the K valley for all \(N\).

Absence of a prohibition is not yet a splitting. Keep one orbital per layer at the corner K of the Brillouin zone, and assume that spin \(s=\pm1\) along \(z\) is conserved. Layer 1 has energy \(s\lambda\), and neighbouring layers are coupled by a real hopping \(t\). The orbital must be one for which the threefold symmetry at K allows this hopping; with M above X, for example, it vanishes for a metal orbital that is rotationally symmetric about \(z\). Find the levels.

**Solution.** An even layer is an inverted odd layer. At K it therefore has the energies that the odd layer has at \(-\)K, with the same spin. Time reversal says that spin \(s\) at \(-\)K has the energy of spin \(-s\) at K, which is \(-s\lambda\). Hence

\[
H_s=s\lambda\,\Gamma+X,\qquad \Gamma=\mathrm{diag}(1,-1,1,\dots),
\]

where \(X\) has elements \(t\) between neighbouring layers. The vectors \(v_l=\sin(ql)\) with \(q=j\pi/(N+1)\), \(j=1,\dots,N\), vanish at \(l=0\) and \(l=N+1\). From \(\sin q(l+1)+\sin q(l-1)=2\cos q\,\sin ql\) they satisfy

\[
Xv=x_jv,\qquad x_j=2t\cos\frac{j\pi}{N+1}.
\]

Because \(X\) links layers of opposite sign in \(\Gamma\), \(X\Gamma=-\Gamma X\). So \(\Gamma v\) is an eigenvector of \(X\) with eigenvalue \(-x_j\). For \(x_j\neq0\) the two vectors are orthogonal, and

\[
H_sv=x_jv+s\lambda\,\Gamma v,\qquad H_s\Gamma v=s\lambda\,v-x_j\Gamma v .
\]

This \(2\times2\) matrix has trace zero and determinant \(-(x_j^2+\lambda^2)\), which gives

\[
E=\pm\sqrt{\lambda^2+4t^2\cos^2\frac{j\pi}{N+1}},\qquad j=1,\dots,\lfloor N/2\rfloor .
\]

These levels do not depend on \(s\). For even \(N\) they are the whole spectrum, in agreement with part (c). For odd \(N\) one vector is left, \(j=(N+1)/2\), with \(x_j=0\). It lives on the odd layers, where \(\Gamma=1\), so its energy is \(s\lambda\). In this model an odd film has one pair split by \(2\lambda\), whatever its thickness. This example establishes that splitting is permitted.

Take \(\lambda=80\) meV and \(t=50\) meV. The bilayer has \(x_1=t\) and levels \(\pm\sqrt{6400+2500}=\pm94.34\) meV for either spin. The trilayer has \(x_1=\sqrt2\,t\) and levels \(\pm\sqrt{6400+5000}=\pm106.77\) meV for either spin, plus \(+80\) meV for \(s=+1\) and \(-80\) meV for \(s=-1\). The splitting is 160 meV.

## (g) Are the unsplit pairs of the trilayer protected? What does a bias do to the bilayer?

**Solution.** Raise both outer layers of the trilayer by \(\delta\), which preserves the mirror. The combination \((|1\rangle-|3\rangle)/\sqrt2\) does not couple to layer 2 and has energy \(s\lambda+\delta\). The combination \((|1\rangle+|3\rangle)/\sqrt2\) couples to \(|2\rangle\) with strength \(\sqrt2\,t\):

\[
\begin{pmatrix}s\lambda+\delta&\sqrt2\,t\\ \sqrt2\,t&-s\lambda\end{pmatrix},\qquad
E=\frac\delta2\pm\sqrt{\Big(s\lambda+\frac\delta2\Big)^2+2t^2}.
\]

The square root now depends on \(s\). For \(\delta=20\) meV the upper level is \(10+\sqrt{90^2+5000}=124.46\) meV for \(s=+1\) and \(10+\sqrt{70^2+5000}=109.50\) meV for \(s=-1\), a splitting of 14.96 meV. The lower pair splits by the same amount, and the uncoupled pair keeps its 160 meV. The coincidences in part (f) were accidents of a model with identical layers and hopping between neighbouring layers only.

The same shift cannot split an even film. Let \(J\) reverse the layer order. For even \(N\), \(J\Gamma J=-\Gamma\), while \(X\) and equal outer shifts are unchanged. Hence \(JH_sJ=H_{-s}\), and the two spins have the same spectrum.

A bias destroys this relation. With energies \(\pm U/2\) added to the two layers of a bilayer,

\[
H_s=\begin{pmatrix}s\lambda+U/2&t\\t&-s\lambda-U/2\end{pmatrix},\qquad
E=\pm\sqrt{\Big(s\lambda+\frac U2\Big)^2+t^2}.
\]

The splitting of the upper level is

\[
\Delta=\sqrt{\Big(\lambda+\frac U2\Big)^2+t^2}-\sqrt{\Big(\lambda-\frac U2\Big)^2+t^2}
\simeq\frac{\lambda}{\sqrt{\lambda^2+t^2}}\,U .
\]

The last form holds for small \(U\): the two roots change by equal and opposite amounts, each \(\lambda U/(2\sqrt{\lambda^2+t^2})\) in size. For \(U\) much larger than \(\lambda\) and \(t\), \(\Delta\) tends to \((U/2+\lambda)-(U/2-\lambda)=2\lambda\), the splitting of an isolated layer.

For \(U=40\) meV, \(\Delta=111.80-78.10=33.70\) meV. The small-bias formula gives \(0.8480\times40=33.92\) meV, larger by 0.65% of the full result.

## (h) Do the conclusions survive in a model that contains only the atomic positions?

**Solution.** Place three \(p\) orbitals on every atom. For a displacement of length \(d\) and direction \(\hat{\mathbf d}\), let the hopping matrix be

\[
e^{-(d-d_0)/\rho}\left[V_\pi\,\mathbb 1+(V_\sigma-V_\pi)\,\hat{\mathbf d}\hat{\mathbf d}^{\mathsf T}\right],
\]

and add an atomic term \(\zeta\,\mathbf L\cdot\boldsymbol\sigma/2\), with \(\mathbf L\) in units of \(\hbar\). The round parameters describe no particular material: lattice constant 3.2 Å, \(h=1.6\) Å, layer spacing 6.2 Å, \(V_\sigma=1.5\) eV, \(V_\pi=-0.4\) eV, \(d_0=2.4\) Å, \(\rho=0.8\) Å, on-site energies \(+1\) eV (M) and \(-1\) eV (X), and \(\zeta=0.2\) eV (M) and \(0.1\) eV (X). Hopping is cut off at \(d=5.3\) Å, and the general wavevector used below is \(0.23\,\mathbf b_1+0.11\,\mathbf b_2\). The cutoff respects every symmetry, but the nonzero numbers depend on it. With a cutoff of 12 Å the gaps of the odd films below move by up to 0.006 eV, the layer spin falls from 0.994 to 0.990, and the 3R gap falls from 0.091 to 0.070 eV. No band degeneracy is put in by hand.

The measure of splitting is the largest separation between levels \(2n-1\) and \(2n\), counted from the bottom. It vanishes when all levels pair up. A nonzero value shows that the pairing is lost, but when levels from different doublets interleave it need not equal the spin splitting of any one band. For \(N=2,4,6\) it is zero to numerical precision, both at K and at a general wavevector. At K it is 0.136, 0.128 and 0.128 eV for \(N=1,3,5\); at the general wavevector it is 0.072, 0.067 and 0.066 eV. Tests for \(N=1\) and \(N=3\) confirm that it vanishes at \(\Gamma\), at M and at two points between them.

The hidden spin of part (c) is also visible. In the doublet of the bilayer at K with the largest \(\sigma_z\) on a single layer, the sum of \(\sigma_z\) over the two states is \(+0.994\) on layer 1 and \(-0.994\) on layer 2. The largest possible magnitude is 1, because \(\Theta\) exchanges the layers and so gives each layer a total weight of 1 in the doublet.

Removing one premise at a time changes the outcome:

- A potential slope of 0.02 eV/Å splits the bilayer at K by 0.123 eV. The potential difference between its metal planes is \(0.02\times6.2=0.124\) eV. This largest pair gap comes from the doublet whose hidden spin was given above. Its two states can be chosen with 99.7% of their weight on different layers, so the slope shifts them in opposite directions, each by nearly half of this difference.
- A Zeeman term \(0.02\,\sigma_z\) eV splits the bilayer by 0.040 eV. This matches the first-order shift of \(\pm0.02\) eV for a doublet of opposite, nearly pure spins.
- A 3R bilayer, whose layers all have the same orientation, has no inversion centre and a pair gap of 0.091 eV at K without any field. The two adjacent levels that give this value are not spin partners (\(\langle\sigma_z\rangle=-0.99\) and \(-0.32\)), so it shows only that the pairing is lost. An even number of layers is therefore not sufficient by itself; the 2H stacking supplies the inversion centre.
- Without spin-orbit coupling the trilayer is degenerate at the general wavevector, as part (e) requires.

## Computed results

```
LATTICE MODEL (eV, angstrom)
lattice constant 3.2, X height 1.6, layer spacing 6.2 angstrom
hopping sigma 1.5, pi -0.4 eV at 2.4 angstrom
hopping decay length 0.8, cutoff 5.3 angstrom
on-site M 1.0, X -1.0 eV; SOC M 0.2, X 0.1 eV
generic k = 0.23 b1 + 0.11 b2
N  inversion  mirror  pair gap at K  at generic k (eV)
1  False      True    0.13571  0.07244
2  True       False   0.00000  0.00000
3  False      True    0.12829  0.06733
4  True       False   0.00000  0.00000
5  False      True    0.12788  0.06556
6  True       False   0.00000  0.00000
bilayer at K, doublet with largest layer polarization:
  doublet number 16, energy 2.2457 eV
  summed sigma_z: layer 1 +0.9941, layer 2 -0.9941
trilayer, generic k: largest mirror-sector splitting 0.06733 eV
trilayer, generic k: largest |<sigma_z>| 0.9992
controls, pair gap (eV):
  trilayer without SOC, generic k: 0.00000
  bilayer at K, potential slope 0.02 eV/angstrom: 0.12294
  bilayer at K, Zeeman term 0.02 eV * sigma_z: 0.03997
  3R bilayer at K, no field: 0.09145
VALLEY MODEL (meV)
lam 80, t 50, delta 20, U 40 meV
N=1: largest spin splitting 160.00 meV
N=2: largest spin splitting 0.00 meV
N=3: largest spin splitting 160.00 meV
N=4: largest spin splitting 0.00 meV
N=5: largest spin splitting 160.00 meV
N=6: largest spin splitting 0.00 meV
bilayer, either spin: -94.34, 94.34 meV
trilayer, s=+1: -106.77, 80.00, 106.77 meV
trilayer, s=-1: -106.77, -80.00, 106.77 meV
trilayer with delta, s=+1: -104.46, 100.00, 124.46 meV
trilayer with delta, s=-1: -89.50, -60.00, 109.50 meV
trilayer with delta, splittings: 14.96, 160.00, 14.96 meV
biased bilayer, s=+1: -111.80, 111.80 meV
biased bilayer, s=-1: -78.10, 78.10 meV
biased bilayer: upper-level splitting 33.70 meV
small-bias estimate 33.92 meV, slope 0.8480
```
